# How the integrated quantum metric responds to a vanishing Dirac mass: a numerical check

```python
"""Integrated quantum metric of a massive Dirac cone in d = 1, 2, 3.

Result under test, for H = v k.A + m B with the lower half of the bands filled,
I_d = integral over |k| < cutoff of d^dk/(2 pi)^d tr g, g_ij = Tr(d_i P d_j P)/2:
  I_1 -> v/(16|m|)
  I_2 -> ln(v cutoff/|m|)/(8 pi) + 1/(16 pi)
  I_3 -> cutoff/(2 pi^2) - 3|m|/(16 pi v)
v: velocity, m: mass energy (half the gap), P: projector on the filled bands.
The metric is computed from eigenvectors and integrated numerically.
Lattice models with mass m + b sum(1 - cos k_i) test which terms are universal.
"""
import numpy as np
from scipy.constants import physical_constants

pi = np.pi
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]], complex)
sz = np.diag([1, -1]).astype(complex)
KINETIC = {1: np.array([sx]), 2: np.array([sx, sy]),
           3: np.array([np.kron(sx, s) for s in (sx, sy, sz)])}
MASS = {1: sz, 2: sz, 3: np.kron(sz, np.eye(2))}
SHELL = {1: 1 / pi, 2: 1 / (2 * pi), 3: 1 / (2 * pi**2)}


def trace_metric(h, dh):
    """Sum over filled-empty pairs; h: (points,N,N), dh: list of derivatives."""
    energy, vec = np.linalg.eigh(h)
    half = h.shape[-1] // 2
    filled = vec[:, :, :half]
    empty_dagger = vec[:, :, half:].conj().transpose(0, 2, 1)
    gap = energy[:, half:, None] - energy[:, None, :half]
    total = np.zeros(len(h))
    for derivative in dh:
        element = empty_dagger @ derivative @ filled
        total += np.sum(np.abs(element / gap)**2, axis=(1, 2))
    return total


def continuum_h(k, m, v):
    d = k.shape[1]
    return v * np.einsum('pi,iab->pab', k, KINETIC[d]) + m * MASS[d]


def continuum_metric(k, m, v):
    return trace_metric(continuum_h(k, m, v), v * KINETIC[k.shape[1]])


def radial_nodes(top, scale, count):
    """Gauss nodes on [0, top], crowded near zero on the given scale."""
    x, w = np.polynomial.legendre.leggauss(count)
    if scale == 0:
        return top * (x + 1) / 2, top * w / 2
    end = np.arcsinh(top / scale)
    t = end * (x + 1) / 2
    return scale * np.sinh(t), scale * np.cosh(t) * end * w / 2


def continuum_integral(d, m, v, cutoff):
    k, w = radial_nodes(cutoff, abs(m) / v, 100)
    direction = np.array([0.48, 0.60, 0.64])[:d]
    direction = direction / np.linalg.norm(direction)
    g = continuum_metric(k[:, None] * direction, m, v)
    return SHELL[d] * np.sum(w * k**(d - 1) * g)


def closed_form(d, m, v, cutoff):
    m = abs(m)
    q = v * cutoff / m
    if d == 1:
        return v / (8 * pi * m) * (np.arctan(q) + q / (1 + q**2))
    if d == 2:
        return (np.log(1 + q**2) + q**2 / (1 + q**2)) / (16 * pi)
    bracket = 1.5 * np.arctan(q) + q / (2 * (1 + q**2))
    return (2 * cutoff - m / v * bracket) / (4 * pi**2)


def limiting_law(d, m, v, cutoff):
    m = abs(m)
    if d == 1:
        return v / (16 * m)
    if d == 2:
        return np.log(v * cutoff / m) / (8 * pi) + 1 / (16 * pi)
    return cutoff / (2 * pi**2) - 3 * m / (16 * pi * v)


def lattice_integral(d, m, b):
    """Whole Brillouin zone, split by symmetry into equal pyramids at k = 0."""
    x, wx = radial_nodes(pi, abs(m), 64)
    u, wu = radial_nodes(1.0, 0, 16)
    axes = np.meshgrid(x, *([u] * (d - 1)), indexing='ij')
    weights = np.meshgrid(wx, *([wu] * (d - 1)), indexing='ij')
    r = axes[0].ravel()
    k = np.stack([r] + [r * a.ravel() for a in axes[1:]], axis=1)
    weight = np.prod([a.ravel() for a in weights], axis=0) * r**(d - 1)
    h = np.einsum('pi,iab->pab', np.sin(k), KINETIC[d])
    mass = m + b * np.sum(1 - np.cos(k), axis=1)
    h = h + mass[:, None, None] * MASS[d]
    dh = [np.cos(k[:, i])[:, None, None] * KINETIC[d][i]
          + b * np.sin(k[:, i])[:, None, None] * MASS[d] for i in range(d)]
    return d * 2**d / (2 * pi)**d * np.sum(weight * trace_metric(h, dh))


def filled_projector(k, m, v):
    vec = np.linalg.eigh(continuum_h(k[None, :], m, v)[0])[1]
    filled = vec[:, :vec.shape[0] // 2]
    return filled @ filled.conj().T


v, cutoff = 0.5, 0.5
masses = [0.01, 0.001, 0.0001]
bohr = physical_constants['Bohr radius'][0] * 1e10
hartree = physical_constants['Hartree energy in eV'][0]

# Local metric: projector derivatives, pair sum and closed expression agree.
rng = np.random.default_rng(4)
for d in (1, 2, 3):
    size = MASS[d].shape[0]
    for k in rng.uniform(-0.4, 0.4, (6, d)):
        m, step = 0.1, 2e-5
        pair_sum = continuum_metric(k[None, :], m, v)[0]
        from_projector = 0.0
        for i in range(d):
            e = np.zeros(d)
            e[i] = step
            dp = (filled_projector(k + e, m, v)
                  - filled_projector(k - e, m, v)) / (2 * step)
            from_projector += 0.5 * np.trace(dp @ dp).real
        e2 = m**2 + v**2 * (k @ k)
        formula = size / 8 * v**2 * (m**2 / e2**2 + (d - 1) / e2)
        assert abs(from_projector / pair_sum - 1) < 1e-6
        assert abs(formula / pair_sum - 1) < 1e-10

print(f"velocity v = {v} hartree bohr, cutoff = {cutoff} 1/bohr")
print(f"v*cutoff = {v * cutoff:.4f} hartree")
units = {1: "bohr", 2: "(no unit)", 3: "1/bohr"}
for m in masses:
    print(f"m = {m} hartree = {m * hartree:.5f} eV, m/v = {m / v:.5f} 1/bohr")
    for d in (1, 2, 3):
        value = continuum_integral(d, m, v, cutoff)
        assert abs(value / closed_form(d, m, v, cutoff) - 1) < 1e-9
        law = limiting_law(d, m, v, cutoff)
        assert abs(value / law - 1) < 2e-3
        print(f"  I_{d} = {value:.8f}, limiting law {law:.8f} {units[d]}")

m = masses[1]
print(f"I_1 at m = {m} hartree: "
      f"{continuum_integral(1, m, v, cutoff) * bohr:.4f} angstrom")
print(f"I_3 at m = {m} hartree: "
      f"{continuum_integral(3, m, v, cutoff) / bohr:.6f} 1/angstrom")
print(f"I_3 limit at m = 0: {cutoff / (2 * pi**2):.8f} 1/bohr")

# First corrections to the limiting laws, from the numerical integrals.
m = masses[0]
q = v * cutoff / m
corrections = {1: -m**2 / (12 * pi * v**2 * cutoff**3),
               2: 1 / (32 * pi * q**4),
               3: m**2 / (4 * pi**2 * v**2 * cutoff)}
print(f"integral minus limiting law at m = {m} hartree:")
for d in (1, 2, 3):
    rest = continuum_integral(d, m, v, cutoff) - limiting_law(d, m, v, cutoff)
    assert abs(rest / corrections[d] - 1) < 1e-2
    print(f"  d={d}: {rest:.4e}, predicted {corrections[d]:.4e} {units[d]}")

# Where the weight sits.
m = masses[1]
share = {d: continuum_integral(d, m, v, m / v)
         / continuum_integral(d, m, v, cutoff) for d in (1, 2, 3)}
assert share[1] > 0.8 and share[1] > share[2] > share[3]
print(f"share of weight from |k| < m/v at m = {m} hartree:")
print("  " + ", ".join(f"d={d}: {100 * share[d]:.3f} %" for d in share))
m = masses[2]
edges = [10 * m / v, 100 * m / v, 1000 * m / v]
inside = [continuum_integral(2, m, v, edge) for edge in edges]
decades = np.diff(inside)
assert np.all(np.abs(decades / (np.log(10) / (8 * pi)) - 1) < 1e-3)
print(f"2D, m = {m} hartree, from k = 10 to 100 m/v: {decades[0]:.6f}")
print(f"2D, m = {m} hartree, from k = 100 to 1000 m/v: {decades[1]:.6f}")
print(f"ln(10)/(8 pi) = {np.log(10) / (8 * pi):.6f}")

# Universality on lattices; lattice constant and velocity are one.
universal = {1: 1 / 16, 2: 1 / (8 * pi), 3: -3 / (16 * pi)}
print("universal coefficients for v = 1:")
print(f"  1/|m|: {universal[1]:.6f}, ln(1/|m|): {universal[2]:.6f}, "
      f"|m|: {universal[3]:.6f}")
m = 0.004
print(f"lattice models, masses {m} and {m / 2} (lattice units):")
for b in (1.0, 0.5):
    found = {}
    for d in (1, 2, 3):
        plus = [lattice_integral(d, x, b) for x in (m, m / 2)]
        minus = [lattice_integral(d, -x, b) for x in (m, m / 2)]
        even = [(p + n) / 2 for p, n in zip(plus, minus)]
        if d == 1:
            found[d] = m * (even[1] - even[0])
        elif d == 2:
            found[d] = (even[1] - even[0]) / np.log(2)
        else:
            at_zero = lattice_integral(3, 0.0, b)
            slope = [(even[0] - at_zero) / m, (even[1] - at_zero) / (m / 2)]
            found[d] = 2 * slope[1] - slope[0]
            odd = [(plus[0] - minus[0]) / (2 * m), (plus[1] - minus[1]) / m]
            linear = 2 * odd[1] - odd[0]
        assert abs(found[d] / universal[d] - 1) < 2e-3, (b, d, found[d])
    assert linear < -0.01 and abs(odd[0] - odd[1]) < 0.1 * abs(linear)
    print(f"  b={b}: 1D {found[1]:.6f}, 2D {found[2]:.6f}, 3D {found[3]:.6f}")
    print(f"    3D value at m=0: {at_zero:.6f}, linear term: {linear:.5f}")
    print(f"    3D slope for m<0: {linear - found[3]:.5f}, "
          f"for m>0: {linear + found[3]:.5f}")

print("all assertions hold")
```

It prints:

```
velocity v = 0.5 hartree bohr, cutoff = 0.5 1/bohr
v*cutoff = 0.2500 hartree
m = 0.01 hartree = 0.27211 eV, m/v = 0.02000 1/bohr
  I_1 = 3.12491528, limiting law 3.12500000 bohr
  I_2 = 0.14796939, limiting law 0.14796937 (no unit)
  I_3 = 0.02415690, limiting law 0.02413663 1/bohr
m = 0.001 hartree = 0.02721 eV, m/v = 0.00200 1/bohr
  I_1 = 31.24999915, limiting law 31.25000000 bohr
  I_2 = 0.23958632, limiting law 0.23958632 (no unit)
  I_3 = 0.02521113, limiting law 0.02521093 1/bohr
m = 0.0001 hartree = 0.00272 eV, m/v = 0.00020 1/bohr
  I_1 = 312.49999999, limiting law 312.50000000 bohr
  I_2 = 0.33120327, limiting law 0.33120327 (no unit)
  I_3 = 0.02531836, limiting law 0.02531836 1/bohr
I_1 at m = 0.001 hartree: 16.5368 angstrom
I_3 at m = 0.001 hartree: 0.047642 1/angstrom
I_3 limit at m = 0: 0.02533030 1/bohr
integral minus limiting law at m = 0.01 hartree:
  d=1: -8.4720e-05, predicted -8.4883e-05 bohr
  d=2: 2.5411e-08, predicted 2.5465e-08 (no unit)
  d=3: 2.0264e-05, predicted 2.0264e-05 1/bohr
share of weight from |k| < m/v at m = 0.001 hartree:
  d=1: 81.831 %, d=2: 9.907 %, d=3: 0.115 %
2D, m = 0.0001 hartree, from k = 10 to 100 m/v: 0.091616
2D, m = 0.0001 hartree, from k = 100 to 1000 m/v: 0.091617
ln(10)/(8 pi) = 0.091617
universal coefficients for v = 1:
  1/|m|: 0.062500, ln(1/|m|): 0.039789, |m|: -0.059683
lattice models, masses 0.004 and 0.002 (lattice units):
  b=1.0: 1D 0.062500, 2D 0.039781, 3D -0.059681
    3D value at m=0: 0.165551, linear term: -0.17692
    3D slope for m<0: -0.11724, for m>0: -0.23660
  b=0.5: 1D 0.062500, 2D 0.039787, 3D -0.059683
    3D value at m=0: 0.292190, linear term: -0.25690
    3D slope for m<0: -0.19722, for m>0: -0.31658
all assertions hold
```
